# Oxidation free energy from vertical gaps in the two redox states: a program that tests the result

```python
"""
Result under test: with vertical gap g = E_O - E_R and E_s = E_R + s*g,
linear response (mean gap affine in s) gives the oxidation free energy
    dA = ( <g>_R + <g>_O ) / 2 .
In general  dA - half-sum = -(beta^2/2) * integral_0^1 s(1-s) k3(s) ds,
where k3(s) is the third cumulant of g in the ensemble of E_s.
R: reduced state (s=0), O: oxidised state (s=1), beta = 1/(kT).
Energies are in eV. All model parameters are round illustrative values.
"""
import numpy as np
from scipy import constants

temperature = 298.15
kT = constants.k * temperature / constants.e
beta = 1.0 / kT
print(f"temperature = {temperature:.2f} K, kT = {kT:.6f} eV")

# ---- Model 1: two coupled harmonic solvent coordinates (dimensionless) ----
k11, k22, k12 = 2.0, 1.0, 0.6      # force constants, eV
c1, c2 = 0.9, 0.5                  # coupling of the gap to x and y, eV
gap0 = 5.0                         # gap at the minimum of E_R, eV


def energy_reduced(x, y):
    return 0.5 * k11 * x**2 + 0.5 * k22 * y**2 + k12 * x * y


def gap(x, y):
    return gap0 + c1 * x + c2 * y


axis = np.linspace(-2.3, 2.0, 431)
X, Y = np.meshgrid(axis, axis, indexing="ij")
E_R, G = energy_reduced(X, Y), gap(X, Y)
E_O = E_R + G


def grid_statistics(s):
    """Mean, variance and third cumulant of the gap in the ensemble of E_s."""
    E = E_R + s * G
    p = np.exp(-beta * (E - E.min()))
    p /= p.sum()
    mean = np.sum(p * G)
    return mean, np.sum(p * (G - mean)**2), np.sum(p * (G - mean)**3)


def log_config_sum(E):
    return -beta * E.min() + np.log(np.sum(np.exp(-beta * (E - E.min()))))


dA = -kT * (log_config_sum(E_O) - log_config_sum(E_R))
s_values = np.linspace(0.0, 1.0, 5)
stats = np.array([grid_statistics(s) for s in s_values])
mean_R, mean_O = stats[0, 0], stats[-1, 0]
var_R, var_O = stats[0, 1], stats[-1, 1]
half_sum = 0.5 * (mean_R + mean_O)

assert np.allclose(stats[:, 0], mean_R + s_values * (mean_O - mean_R), atol=1e-9)
assert np.allclose(stats[:, 2], 0.0, atol=1e-10)
assert abs(dA - half_sum) < 1e-9
assert abs(dA - (mean_R - beta * var_R / 2)) < 1e-9
assert abs((mean_R - mean_O) - beta * var_O) < 1e-9
assert mean_O < dA < mean_R

print("MODEL 1: two harmonic solvent coordinates")
print(f"force constants k11, k22, k12 = {k11}, {k22}, {k12} eV")
print(f"gap couplings c1, c2 = {c1}, {c2} eV; gap0 = {gap0} eV")
for s, row in zip(s_values, stats):
    print(f"s = {s:.2f}: mean gap = {row[0]:.5f} eV")
print(f"dA from configuration integrals = {dA:.5f} eV")
print(f"half-sum of end-state gaps = {half_sum:.5f} eV")
print(f"gap standard deviation: R {np.sqrt(var_R):.5f}, O {np.sqrt(var_O):.5f} eV")
print(f"Lambda_R = {mean_R - dA:.5f} eV, Lambda_O = {dA - mean_O:.5f} eV")
print(f"beta*variance/2 in R = {beta * var_R / 2:.5f} eV")

# Populations with the electron in an electrode at potential U (volts,
# measured from the electron reference level): its energy is -U in eV.
U_equal = half_sum


def population_ratio(U):
    return np.exp(log_config_sum(E_O - U) - log_config_sum(E_R))


assert abs(population_ratio(U_equal) - 1.0) < 1e-6
ratio_shifted = population_ratio(U_equal + 0.05)
assert abs(ratio_shifted - np.exp(0.05 * beta)) < 1e-5
print(f"potential of equal populations = {U_equal:.5f} V")
print(f"population ratio O/R at 0.05 V above it = {ratio_shifted:.4f}")

# ---- Metropolis sampling of the two end states ----
rng = np.random.default_rng(20)
walkers, burn_in, production, max_step = 2000, 500, 2000, 0.25


def sample_gap(s):
    """Mean gap and its standard error from independent walkers."""
    x, y = np.zeros(walkers), np.zeros(walkers)
    E = energy_reduced(x, y) + s * gap(x, y)
    total = np.zeros(walkers)
    for step in range(burn_in + production):
        xn = x + rng.uniform(-max_step, max_step, walkers)
        yn = y + rng.uniform(-max_step, max_step, walkers)
        En = energy_reduced(xn, yn) + s * gap(xn, yn)
        accept = rng.random(walkers) < np.exp(-beta * np.maximum(En - E, 0.0))
        x, y = np.where(accept, xn, x), np.where(accept, yn, y)
        E = np.where(accept, En, E)
        if step >= burn_in:
            total += gap(x, y)
    walker_means = total / production
    return walker_means.mean(), walker_means.std(ddof=1) / np.sqrt(walkers)


mc_R, err_R = sample_gap(0.0)
mc_O, err_O = sample_gap(1.0)
mc_half = 0.5 * (mc_R + mc_O)
mc_err = 0.5 * np.hypot(err_R, err_O)
assert abs(mc_R - mean_R) < 5 * err_R
assert abs(mc_O - mean_O) < 5 * err_O
assert abs(mc_half - dA) < 5 * mc_err and mc_err < 1e-3
print(f"Metropolis: {walkers} walkers, {production} steps after {burn_in} burn-in")
print(f"sampled gap in R = {mc_R:.5f} eV, standard error {err_R:.5f} eV")
print(f"sampled gap in O = {mc_O:.5f} eV, standard error {err_O:.5f} eV")
print(f"sampled half-sum = {mc_half:.5f} eV, standard error {mc_err:.5f} eV")

# ---- Model 2: N independent dipoles, field 2 units in R and 3 units in O ----
# E_s = s*g0 - (2+s)*w*sum(u), u = cos(theta) uniform on [-1,1] without field.
nodes, weights = np.polynomial.legendre.leggauss(200)
s_nodes, s_weights = np.polynomial.legendre.leggauss(40)
s_nodes, s_weights = 0.5 * (s_nodes + 1), 0.5 * s_weights


def dipole(field):
    """log z, mean, variance, third cumulant of u for weight exp(field*u)."""
    p = weights * np.exp(field * nodes - abs(field))
    z = p.sum()
    p = p / z
    m = np.sum(p * nodes)
    d = nodes - m
    return abs(field) + np.log(z), m, np.sum(p * d**2), np.sum(p * d**3)


Lambda0 = 0.6     # beta*N*w^2/6, held fixed, eV
g0 = 8.0          # gap without dipoles, eV
print("MODEL 2: N independent dipoles, field 2 units -> 3 units")
print(f"Lambda0 = {Lambda0} eV, gap without dipoles g0 = {g0} eV")
deviations, relative_errors = [], []
for N in (50, 500, 5000, 50000):
    w = np.sqrt(6 * Lambda0 * kT / N)
    log_R, u_R, v_R, _ = dipole(2 * beta * w)
    log_O, u_O, v_O, _ = dipole(3 * beta * w)
    free = g0 - N * kT * (log_O - log_R)
    gR, gO = g0 - N * w * u_R, g0 - N * w * u_O
    deviation = free - 0.5 * (gR + gO)
    k3 = np.array([-N * w**3 * dipole((2 + s) * beta * w)[3] for s in s_nodes])
    remainder = -0.5 * beta**2 * np.sum(s_weights * s_nodes * (1 - s_nodes) * k3)
    assert abs(deviation - remainder) < 1e-8
    assert gO < free < gR
    deviations.append(deviation)
    relative_errors.append(abs(deviation) / (gR - gO))
    limit_law = -beta * Lambda0**2 / N
    print(f"N = {N}: w = {w:.6f} eV, gap R = {gR:.5f} eV, gap O = {gO:.5f} eV")
    print(f"  dA = {free:.5f} eV, half-sum = {0.5 * (gR + gO):.5f} eV")
    print(f"  dA - half-sum = {deviation:.6f} eV, remainder = {remainder:.6f} eV")
    print(f"  large-N law -beta*Lambda0^2/N = {limit_law:.6f} eV")
    print(f"  gap difference {gR - gO:.5f}, beta*var R {beta * N * w**2 * v_R:.5f},"
          f" O {beta * N * w**2 * v_O:.5f} eV")
    print(f"  mean cos(theta): R {u_R:.4f}, O {u_O:.4f};"
          f" |error|/gap difference = {relative_errors[-1]:.6f}")
# Relative to the gap difference the error falls with N in this series; the
# absolute error does not, because saturation draws the two mean gaps together.
assert np.all(np.diff(relative_errors) < 0)
assert abs(deviations[0]) < abs(deviations[1])
# The next term of the expansion is below one percent at the largest N.
assert abs(deviations[-1] / limit_law - 1) < 0.02

# ---- Counterexample to the converse: one dipole whose field reverses ----
# E_s = -(s - 1/2)*w_rev*u, so the gap is -w_rev*u.
w_rev = 10 * kT


def reversing_gap(s):
    return -w_rev * dipole((s - 0.5) * beta * w_rev)[1]


free_rev = -kT * (dipole(5.0)[0] - dipole(-5.0)[0])
rev_R, rev_O, rev_quarter = reversing_gap(0.0), reversing_gap(1.0), reversing_gap(0.25)
line_quarter = 0.75 * rev_R + 0.25 * rev_O
beta_var_rev = beta * w_rev**2 * dipole(-5.0)[2]
assert abs(free_rev - 0.5 * (rev_R + rev_O)) < 1e-12
assert abs(rev_quarter - line_quarter) > 0.1 * rev_R
assert abs(beta_var_rev - (rev_R - rev_O)) > 0.5 * (rev_R - rev_O)
print("REVERSING DIPOLE: half-sum holds, response is not linear")
print(f"w_rev = {w_rev:.5f} eV, gap R = {rev_R:.5f} eV, gap O = {rev_O:.5f} eV")
print(f"dA = {abs(free_rev):.5f} eV, half-sum = {abs(rev_R + rev_O) / 2:.5f} eV")
print(f"gap at s = 0.25: {rev_quarter:.5f} eV; straight line: {line_quarter:.5f} eV")
print(f"gap difference = {rev_R - rev_O:.5f} eV, beta*var R = {beta_var_rev:.5f} eV")

print("all assertions hold")
```

It prints:

```
temperature = 298.15 K, kT = 0.025693 eV
MODEL 1: two harmonic solvent coordinates
force constants k11, k22, k12 = 2.0, 1.0, 0.6 eV
gap couplings c1, c2 = 0.9, 0.5 eV; gap0 = 5.0 eV
s = 0.00: mean gap = 5.00000 eV
s = 0.25: mean gap = 4.88262 eV
s = 0.50: mean gap = 4.76524 eV
s = 0.75: mean gap = 4.64787 eV
s = 1.00: mean gap = 4.53049 eV
dA from configuration integrals = 4.76524 eV
half-sum of end-state gaps = 4.76524 eV
gap standard deviation: R 0.10983, O 0.10983 eV
Lambda_R = 0.23476 eV, Lambda_O = 0.23476 eV
beta*variance/2 in R = 0.23476 eV
potential of equal populations = 4.76524 V
population ratio O/R at 0.05 V above it = 7.0012
Metropolis: 2000 walkers, 2000 steps after 500 burn-in
sampled gap in R = 4.99993 eV, standard error 0.00013 eV
sampled gap in O = 4.53031 eV, standard error 0.00013 eV
sampled half-sum = 4.76512 eV, standard error 0.00009 eV
MODEL 2: N independent dipoles, field 2 units -> 3 units
Lambda0 = 0.6 eV, gap without dipoles g0 = 8.0 eV
N = 50: w = 0.043010 eV, gap R = 6.48649 eV, gap O = 6.27752 eV
  dA = 6.36884 eV, half-sum = 6.38200 eV
  dA - half-sum = -0.013168 eV, remainder = -0.013168 eV
  large-N law -beta*Lambda0^2/N = -0.280237 eV
  gap difference 0.20897, beta*var R 0.30332, O 0.14211 eV
  mean cos(theta): R 0.7038, O 0.8010; |error|/gap difference = 0.063015
N = 500: w = 0.013601 eV, gap R = 5.76213 eV, gap O = 4.88914 eV
  dA = 5.30894 eV, half-sum = 5.32564 eV
  dA - half-sum = -0.016700 eV, remainder = -0.016700 eV
  large-N law -beta*Lambda0^2/N = -0.028024 eV
  gap difference 0.87299, beta*var R 0.97229, O 0.77277 eV
  mean cos(theta): R 0.3291, O 0.4574; |error|/gap difference = 0.019130
N = 5000: w = 0.004301 eV, gap R = 5.61775 eV, gap O = 4.45911 eV
  dA = 5.03578 eV, half-sum = 5.03843 eV
  dA - half-sum = -0.002649 eV, remainder = -0.002649 eV
  large-N law -beta*Lambda0^2/N = -0.002802 eV
  gap difference 1.15863, beta*var R 1.17357, O 1.14181 eV
  mean cos(theta): R 0.1108, O 0.1647; |error|/gap difference = 0.002286
N = 50000: w = 0.001360 eV, gap R = 5.60179 eV, gap O = 4.40604 eV
  dA = 5.00364 eV, half-sum = 5.00392 eV
  dA - half-sum = -0.000279 eV, remainder = -0.000279 eV
  large-N law -beta*Lambda0^2/N = -0.000280 eV
  gap difference 1.19575, beta*var R 1.19731, O 1.19397 eV
  mean cos(theta): R 0.0353, O 0.0528; |error|/gap difference = 0.000233
REVERSING DIPOLE: half-sum holds, response is not linear
w_rev = 0.25693 eV, gap R = 0.20556 eV, gap O = -0.20556 eV
dA = 0.00000 eV, half-sum = 0.00000 eV
gap at s = 0.25: 0.15764 eV; straight line: 0.10278 eV
gap difference = 0.41113 eV, beta*var R = 0.10230 eV
all assertions hold
```
